# Storage and Cost of Truncated Coupled Cluster and Active-Space CCSDt: a program that tests the result

```python
"""
Result under test: coupled cluster truncated at excitation rank n has about
o^n v^n/(n!)^2 top-rank amplitudes and costs o^n v^(n+2), with the particle
ladder needing o^n v^(n+2)/(4 n! (n-2)!) multiplications.  CCSDt, which keeps
triples with at least one active occupied and one active virtual index, keeps
the fractions 9xy of the triples amplitudes and 3xy of the ladder work for
small x = O/o and y = U/v.
Symbols: o, v   occupied and virtual spin-orbitals
         O, U   active occupied and active virtual spin-orbitals
All counts refer to spin-orbitals; a multiplication is one product W*t.
"""
from itertools import combinations, combinations_with_replacement, permutations
from math import comb, factorial
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf


# ---------- closed counting formulas ----------
def amplitudes(o, v, n):
    return comb(o, n) * comb(v, n)


def amplitudes_spin(o, v, n):
    """Amplitudes that conserve spin projection; equal alpha and beta spaces."""
    return sum((comb(o // 2, k) * comb(o // 2, n - k)
                * comb(v // 2, k) * comb(v // 2, n - k)) for k in range(n + 1))


def ladder_work(o, v, n):
    return comb(o, n) * comb(v, n - 2) * comb(v - n + 2, 2) ** 2


def amplitude_estimate(o, v, n):
    return o**n * v**n / factorial(n) ** 2


def ladder_estimate(o, v, n):
    return o**n * v ** (n + 2) / (4 * factorial(n) * factorial(n - 2))


def active_triples(size, active):
    return comb(size, 3) - comb(size - active, 3)


def pair_links(size, active):
    """One spectator index, two transformed indices, both triples allowed."""
    all_pairs = comb(size - 1, 2)
    inactive_pairs = comb(max(size - 1 - active, 0), 2)
    return (active * all_pairs**2
            + (size - active) * (all_pairs - inactive_pairs) ** 2)


def single_links(size, active):
    """Two spectator indices, one transformed index, both triples allowed."""
    inactive_pairs = comb(size - active, 2)
    return ((comb(size, 2) - inactive_pairs) * (size - 2) ** 2
            + inactive_pairs * active**2)


def triples_work(o, v, O, U):
    """Multiplications in particle ladder, hole ladder and ring."""
    return (active_triples(o, O) * pair_links(v, U),
            pair_links(o, O) * active_triples(v, U),
            single_links(o, O) * single_links(v, U))


# ---------- amplitudes counted as excited determinants ----------
o, v = 6, 8
found = {}
found_spin = {}
found_active = 0
for det in combinations(range(o + v), o):
    holes = set(range(o)) - set(det)
    particles = [p for p in det if p >= o]
    n = len(particles)
    found[n] = found.get(n, 0) + 1
    if sum(p % 2 for p in particles) == sum(h % 2 for h in holes):
        found_spin[n] = found_spin.get(n, 0) + 1
    if n == 3 and max(holes) >= o - 2 and min(particles) < o + 3:
        found_active += 1
for n in range(1, 6):
    assert found[n] == amplitudes(o, v, n)
    assert found_spin[n] == amplitudes_spin(o, v, n)
assert found_active == active_triples(o, 2) * active_triples(v, 3)


# ---------- every connected contraction pattern, step by step ----------
def contraction_costs(n):
    """Yield (occupied, virtual) index counts of each pairwise contraction."""
    clusters = [(k, p, h) for k in range(1, n + 1)
                for p in range(min(2, k) + 1)
                for h in range(min(2, k) + 1) if p + h > 0]
    for body in (1, 2):
        for number in range(1, 2 * body + 1):
            for term in combinations_with_replacement(clusters, number):
                p_all = sum(t[1] for t in term)
                h_all = sum(t[2] for t in term)
                if p_all > body or h_all > body:
                    continue
                rank = sum(t[0] for t in term) + body - p_all - h_all
                if not 1 <= rank <= n:
                    continue
                occ = h_all + body - p_all
                vir = p_all + body - h_all
                for k, p, h in sorted(term, key=lambda t: -(t[1] + t[2])):
                    yield occ + k - h, vir + k - p
                    occ += k - 2 * h
                    vir += k - 2 * p
                assert occ == rank and vir == rank


for n in (2, 3, 4):
    costs = set(contraction_costs(n))
    assert all(b <= n + 2 and a + b <= 2 * n + 2 for a, b in costs)
    assert (n, n + 2) in costs

# ---------- ladder count for several ranks from overlaps of index sets ----------
for n in (2, 3, 4):
    sets = [set(s) for s in combinations(range(7), n)]
    links = sum(comb(len(s & r), n - 2) for s in sets for r in sets)
    assert links * comb(6, n) == ladder_work(6, 7, n)


# ---------- packed loops against full tensor contractions ----------
def antisymmetrize(x, axes):
    total = np.zeros_like(x)
    for perm in permutations(range(len(axes))):
        sign = round(np.linalg.det(np.eye(len(axes))[list(perm)]))
        order = list(range(x.ndim))
        for slot, source in zip(axes, perm):
            order[slot] = axes[source]
        total += sign * x.transpose(order)
    return total


def spread(z, pairs):
    """Antisymmetrize between one distinguished index and the others."""
    return z - sum(z.swapaxes(*pair) for pair in pairs)


def packed_test(o, v, O, U, rng):
    t = antisymmetrize(rng.standard_normal((o, o, o, v, v, v)), (0, 1, 2))
    t = antisymmetrize(t, (3, 4, 5))
    for index in np.ndindex(t.shape):
        if max(index[:3]) < o - O or min(index[3:]) >= U:
            t[index] = 0.0
    pp = antisymmetrize(rng.standard_normal((v,) * 4), (0, 1))
    pp = antisymmetrize(pp, (2, 3))
    hh = antisymmetrize(rng.standard_normal((o,) * 4), (0, 1))
    hh = antisymmetrize(hh, (2, 3))
    ph = rng.standard_normal((o, v, o, v))
    full_pp = spread(0.5 * np.einsum('abef,ijkefc->ijkabc', pp, t),
                     [(3, 5), (4, 5)])
    full_hh = spread(0.5 * np.einsum('mnij,mnkabc->ijkabc', hh, t),
                     [(0, 2), (1, 2)])
    full_ph = spread(spread(np.einsum('maie,mjkebc->ijkabc', ph, t),
                            [(0, 1), (0, 2)]), [(3, 4), (3, 5)])
    count = [0, 0, 0]
    error = 0.0
    for I in combinations(range(o), 3):
        if max(I) < o - O:
            continue
        for A in combinations(range(v), 3):
            if min(A) >= U:
                continue
            value = [0.0, 0.0, 0.0]
            for q in range(3):
                sign = (-1) ** q
                c = A[q]
                a, b = [s for s in A if s != c]
                for e, f in combinations([s for s in range(v) if s != c], 2):
                    if min(e, f, c) < U:
                        value[0] += sign * pp[a, b, e, f] * t[I + (e, f, c)]
                        count[0] += 1
                k = I[q]
                i, j = [s for s in I if s != k]
                for m, n in combinations([s for s in range(o) if s != k], 2):
                    if max(m, n, k) >= o - O:
                        value[1] += sign * hh[m, n, i, j] * t[(m, n, k) + A]
                        count[1] += 1
                for r in range(3):
                    sign = (-1) ** (q + r)
                    i, a = I[q], A[r]
                    j, k2 = [s for s in I if s != i]
                    b, c2 = [s for s in A if s != a]
                    for m in range(o):
                        if m in (j, k2) or max(m, j, k2) < o - O:
                            continue
                        for e in range(v):
                            if e in (b, c2) or min(e, b, c2) >= U:
                                continue
                            value[2] += (sign * ph[m, a, i, e]
                                         * t[m, j, k2, e, b, c2])
                            count[2] += 1
            for packed, full in zip(value, (full_pp, full_hh, full_ph)):
                error = max(error, abs(packed - full[I + A]))
    assert error < 1e-9
    assert tuple(count) == triples_work(o, v, O, U)
    return error


rng = np.random.default_rng(7)
packed_error = max(packed_test(5, 6, 5, 6, rng), packed_test(5, 6, 2, 1, rng),
                   packed_test(5, 6, 1, 2, rng))

# ---------- asymptotic prefactors against the verified exact counts ----------
o, v, O, U = 10000, 40000, 10, 40
x, y = O / o, U / v
for n in (2, 3, 4):
    assert abs(amplitudes(o, v, n) / amplitude_estimate(o, v, n) - 1) < 0.01
    assert abs(ladder_work(o, v, n) / ladder_estimate(o, v, n) - 1) < 0.01
    spin_share = amplitudes_spin(o, v, n) / amplitudes(o, v, n)
    assert abs(spin_share / (comb(2 * n, n) / 4**n) - 1) < 0.01
kept = active_triples(o, O) * active_triples(v, U) / amplitudes(o, v, 3)
assert abs(kept / (9 * x * y) - 1) < 0.01
full_work = triples_work(o, v, o, v)
part_work = triples_work(o, v, O, U)
for part, full, factor in zip(part_work, full_work, (3, 3, 4)):
    assert abs(part / full / (factor * x * y) - 1) < 0.01
assert abs(part_work[0] / ladder_work(o, v, 2) / (O * U) - 1) < 0.01
assert abs(full_work[2] / full_work[0] / (6 * o / v) - 1) < 0.01

# ---------- worked example: planar ethylene, pi and pi* active ----------
r_cc, r_ch, angle = 1.34, 1.09, 120.0
hx = r_cc / 2 - r_ch * np.cos(np.radians(angle))
hy = r_ch * np.sin(np.radians(angle))
atoms = [('C', (s * r_cc / 2, 0.0, 0.0)) for s in (1, -1)]
atoms += [('H', (s * hx, u * hy, 0.0)) for s in (1, -1) for u in (1, -1)]
mol = gto.M(atom=atoms, unit='Angstrom', basis='cc-pvdz', verbose=0)
mf = scf.RHF(mol)
mf.kernel()
assert mf.converged
hartree_ev = physical_constants['Hartree energy in eV'][0]
odd = [i for i, label in enumerate(mol.ao_labels(fmt=None))
       if label[3] in ('z', 'xz', 'yz')]
c_odd = mf.mo_coeff[odd]
s_odd = mol.intor('int1e_ovlp')[np.ix_(odd, odd)]
odd_weight = np.einsum('pi,pq,qi->i', c_odd, s_odd, c_odd)
assert np.all(np.minimum(abs(odd_weight), abs(odd_weight - 1)) < 1e-6)
n_occ = mol.nelectron // 2
pi_occ = [i for i in range(n_occ) if odd_weight[i] > 0.5]
pi_vir = [i for i in range(n_occ, mol.nao) if odd_weight[i] > 0.5]
assert len(pi_occ) == 1
o, v, O, U = 2 * n_occ, 2 * (mol.nao - n_occ), 2, 2
x, y = O / o, U / v

print(f"C-C distance: {r_cc:.2f} angstrom")
print(f"C-H distance: {r_ch:.2f} angstrom")
print(f"H-C-C angle: {angle:.1f} degrees")
print(f"RHF/cc-pVDZ spatial orbitals: {mol.nao}")
print(f"occupied pi energy: {mf.mo_energy[pi_occ[0]] * hartree_ev:.3f} eV")
print(f"lowest virtual pi energy: {mf.mo_energy[pi_vir[0]] * hartree_ev:.3f} eV")
print(f"occupied pi, position counted down from HOMO = 1: {n_occ - pi_occ[0]}")
print(f"virtual pi, position counted up from LUMO = 1: {pi_vir[0] - n_occ + 1}")
print(f"spin-orbitals: o = {o}, v = {v}, active O = {O}, U = {U}")
print(f"active fractions: x = {x:.4f}, y = {y:.4f}")
for n in (2, 3, 4):
    exact, guess = amplitudes(o, v, n), amplitude_estimate(o, v, n)
    print(f"n={n} amplitudes: exact {exact:.4e}, estimate {guess:.4e}, "
          f"estimate/exact {guess / exact:.3f}")
    exact, guess = ladder_work(o, v, n), ladder_estimate(o, v, n)
    print(f"n={n} ladder multiplications: exact {exact:.4e}, "
          f"estimate {guess:.4e}, estimate/exact {guess / exact:.3f}")
    share = amplitudes_spin(o, v, n) / amplitudes(o, v, n)
    print(f"n={n} spin-conserving share: exact {share:.4f}, "
          f"large-space limit {comb(2 * n, n) / 4**n:.4f}")

all_t3 = amplitudes(o, v, 3)
some_t3 = active_triples(o, O) * active_triples(v, U)
print(f"CCSDT triples memory at 8 bytes each: {all_t3 * 8 / 1e6:.2f} MB")
print(f"CCSDt triples memory at 8 bytes each: {some_t3 * 8 / 1e6:.2f} MB")
print(f"CCSDt triples amplitudes: {some_t3:.4e}")
print(f"naive kept fraction xy: {x * y:.6f}")
print(f"kept amplitude fraction: exact {some_t3 / all_t3:.5f}, "
      f"estimate 9xy {9 * x * y:.5f}")
print(f"storage saving factor: exact {all_t3 / some_t3:.2f}, "
      f"estimate {1 / (9 * x * y):.2f}")
full_work = triples_work(o, v, o, v)
part_work = triples_work(o, v, O, U)
names = ("particle ladder", "hole ladder", "ring")
for name, full, part, factor in zip(names, full_work, part_work, (3, 3, 4)):
    print(f"{name} multiplications: CCSDT {full:.4e}, CCSDt {part:.4e}")
    print(f"{name} kept fraction: exact {part / full:.5f}, "
          f"estimate {factor}xy {factor * x * y:.5f}")
print(f"particle-ladder saving factor: exact {full_work[0] / part_work[0]:.2f}, "
      f"estimate {1 / (3 * x * y):.2f}")
print(f"saving factor for the three terms together: "
      f"{sum(full_work) / sum(part_work):.2f}")
print(f"CCSDT ring/particle-ladder work: exact "
      f"{full_work[2] / full_work[0]:.3f}, estimate 6o/v {6 * o / v:.3f}")
print(f"CCSDt ladder / CCSD ladder work: exact "
      f"{part_work[0] / ladder_work(o, v, 2):.3f}, estimate OU {O * U}")
print(f"largest packed-versus-full tensor difference: {packed_error:.1e}")
print("all good")
```

Printed output:

```
C-C distance: 1.34 angstrom
C-H distance: 1.09 angstrom
H-C-C angle: 120.0 degrees
RHF/cc-pVDZ spatial orbitals: 48
occupied pi energy: -10.134 eV
lowest virtual pi energy: 4.549 eV
occupied pi, position counted down from HOMO = 1: 1
virtual pi, position counted up from LUMO = 1: 1
spin-orbitals: o = 16, v = 80, active O = 2, U = 2
active fractions: x = 0.1250, y = 0.0250
n=2 amplitudes: exact 3.7920e+05, estimate 4.0960e+05, estimate/exact 1.080
n=2 ladder multiplications: exact 1.1983e+09, estimate 1.3107e+09, estimate/exact 1.094
n=2 spin-conserving share: exact 0.3852, large-space limit 0.3750
n=3 amplitudes: exact 4.6010e+07, estimate 5.8254e+07, estimate/exact 1.266
n=3 ladder multiplications: exact 4.2527e+11, estimate 5.5924e+11, estimate/exact 1.315
n=3 spin-conserving share: exact 0.3278, large-space limit 0.3125
n=4 amplitudes: exact 2.8785e+09, estimate 4.6603e+09, estimate/exact 1.619
n=4 ladder multiplications: exact 5.1864e+13, estimate 8.9478e+13, estimate/exact 1.725
n=4 spin-conserving share: exact 0.2932, large-space limit 0.2734
CCSDT triples memory at 8 bytes each: 368.08 MB
CCSDt triples memory at 8 bytes each: 9.54 MB
CCSDt triples amplitudes: 1.1925e+06
naive kept fraction xy: 0.003125
kept amplitude fraction: exact 0.02592, estimate 9xy 0.02813
storage saving factor: exact 38.58, estimate 35.56
particle ladder multiplications: CCSDT 4.2527e+11, CCSDt 4.0884e+09
particle ladder kept fraction: exact 0.00961, estimate 3xy 0.00938
hole ladder multiplications: CCSDT 1.4493e+10, CCSDt 1.9625e+08
hole ladder kept fraction: exact 0.01354, estimate 3xy 0.00938
ring multiplications: CCSDT 4.5218e+11, CCSDt 5.8496e+09
ring kept fraction: exact 0.01294, estimate 4xy 0.01250
particle-ladder saving factor: exact 104.02, estimate 106.67
saving factor for the three terms together: 88.01
CCSDT ring/particle-ladder work: exact 1.063, estimate 6o/v 1.200
CCSDt ladder / CCSD ladder work: exact 3.412, estimate OU 4
largest packed-versus-full tensor difference: 9.9e-14
all good
```
